# Energy release rate of a clamped circular blister from its edge moment

A glass lid 0.50 mm thick is bonded to a thick silicon base except on a disk of radius 20 mm. In small-deflection plate theory, a pressure of 25 kPa lifts the disk by 90 µm at its centre, and the numbers that follow belong to the same model. If the debonded radius grows by 10 percent at the same pressure, the energy released per unit of newly debonded area rises by a factor 1.46. If it grows by 10 percent at the same blister volume, the release falls to 0.47 of its former value. Yet at the original radius both ways of loading give the same release, 1.125 J/m². The theorem below explains these numbers through one quantity, the bending moment at the rim.

## Setting and assumptions

The lid is a flat, isotropic, linear elastic plate with Young modulus $E$, Poisson ratio $\nu$ and thickness $h$. It is free of the base for $r<a$ and bonded outside. The deflection $w(r)$ is positive away from the base, and a prime means $d/dr$. The assumptions are:

1. The plate is thin, $h\ll a$, and transverse shear strain is neglected.
2. The deflection is small, $w\ll h$, so stretching is neglected. There is no in-plane prestress.
3. The base is rigid and the bonded rim is a perfect clamp: $w(a)=0$ and $w'(a)=0$.
4. The debonded region stays circular, and the net pressure $p$ is uniform.

The radial and hoop curvatures are $w''$ and $w'/r$. With the bending rigidity
$$D=\frac{Eh^3}{12(1-\nu^2)},$$
the bending energy per area is
$$\tfrac12 D\left[w''^2+(w'/r)^2+2\nu w''w'/r\right].$$
For a load $q(r)$ per area, fixed in space, the potential energy is
$$\Pi=2\pi\int_0^a\left\{\tfrac12D\left[w''^2+\frac{w'^2}{r^2}+\frac{2\nu w''w'}{r}\right]-qw\right\}r\,dr .$$
The energy release rate is the decrease of $\Pi$ per unit of new debonded area. Since $d(\pi a^2)=2\pi a\,da$,
$$G=-\frac{1}{2\pi a}\frac{d\Pi}{da}.$$

**Theorem.** Under these assumptions the edge moment per unit length has magnitude $M=pa^2/8$, and
$$G=\frac{M^2}{2D}=\frac{p^2a^4}{128D}.$$

This $G$ is the total for opening and sliding of the interface together. The blister can grow when $G$ reaches the interface toughness for that mixture.

## Lemma 1: equilibrium and edge moment

**Lemma 1.** The deflection is $w=p(a^2-r^2)^2/(64D)$, and $M=Dw''(a)=pa^2/8$.

*Proof.* Define
$$m_r=D(w''+\nu w'/r),\qquad m_t=D(w'/r+\nu w'').$$
Here a positive $m_r$ goes with positive curvature. Let $F(r)=\int_0^r q\,s\,ds$, so that $F'=qr$. A small change $\delta w$ changes the energy by
$$\delta\Pi=2\pi\int_0^a\left[r m_r\,\delta w''+m_t\,\delta w'-F'\delta w\right]dr .$$
Integrating the first and last terms by parts gives
$$\delta\Pi=2\pi\left[r m_r\delta w'-F\delta w\right]_0^a+2\pi\int_0^a\left[F-(rm_r)'+m_t\right]\delta w'\,dr. \tag{1}$$
The boundary term vanishes at the centre, where $r=0$ and $F=0$. It also vanishes at a fixed clamp, where $\delta w=\delta w'=0$. Since $\delta w'$ is otherwise free inside the disk, equilibrium requires
$$(rm_r)'-m_t=F. \tag{2}$$
The left side is
$$D\left[rw'''+w''+\nu w''-\frac{w'}r-\nu w''\right]=Dr\left[\frac1r(rw')'\right]'.$$
The terms with $\nu$ cancel. For uniform pressure $F=pr^2/2$, so
$$D\left[\frac1r(rw')'\right]'=\frac{pr}{2}.$$
One integration gives $(rw')'/r=pr^2/(4D)+C$. Multiplying by $r$ and integrating again gives
$$rw'=\frac{pr^4}{16D}+\frac{Cr^2}{2}.$$
The second integration constant is zero because the slope must be finite at the centre. The clamp condition $w'(a)=0$ gives $C=-pa^2/(8D)$, hence
$$w'=-\frac{p\,r(a^2-r^2)}{16D}.$$
Because $d(a^2-r^2)^2/dr=-4r(a^2-r^2)$ and $w(a)=0$, the stated deflection follows. Differentiating the slope,
$$w''=\frac{p(3r^2-a^2)}{16D},\qquad w''(a)=\frac{pa^2}{8D}.$$
At the rim the hoop curvature $w'/r$ is zero, so $m_r(a)=Dw''(a)=pa^2/8$. $\square$

The curvature is negative at the centre and positive at the rim: the plate is domed in the middle and bends back to meet the base.

## Lemma 2: the moving clamp

**Lemma 2.** For any smooth axisymmetric load $q(r)$ fixed in space, $G=M^2/(2D)$ with $M=Dw''(a)$.

*Proof.* The equilibrium deflection depends on both $r$ and $a$. Let a dot denote $\partial/\partial a$ at fixed $r$. The clamp conditions hold for every $a$, so their total derivatives vanish:
$$w'(a)+\dot w(a)=0,\qquad w''(a)+\dot w'(a)=0.$$
Since $w'(a)=0$, these give
$$\dot w(a)=0,\qquad \dot w'(a)=-w''(a).$$
Two terms make up $d\Pi/da$. The moving upper limit of the integral contributes the energy density at the rim, $2\pi a\cdot\frac12Dw''(a)^2$. The load term there is zero because $w(a)=0$, and the hoop terms are zero because $w'(a)=0$.

The change of the deflection inside the old disk contributes equation (1) with $\delta w$ replaced by $\dot w$. Its integral vanishes by equation (2). Its boundary term is
$$2\pi a\,m_r(a)\dot w'(a)=-2\pi a\,Dw''(a)^2.$$
Adding the two,
$$\frac{d\Pi}{da}=2\pi a\left(\tfrac12-1\right)Dw''(a)^2=-\pi aD\,w''(a)^2.$$
Division by $-2\pi a$ gives $G=\frac12Dw''(a)^2=M^2/(2D)$. $\square$

The factor one half has a direct meaning. When the clamp recedes, the moment does work $Dw''^2$ per new area on the freed strip. Half of it is stored there as bending energy, and the other half is available to separate the interface.

The lemma was tested by symbolic integration of the full energy for $q$ constant and for $q\propto r^2$. In both cases the derivative of $\Pi$ equals $-2\pi a\,M^2/(2D)$.

## Proof of the theorem

Insert Lemma 1 in Lemma 2:
$$G=\frac{1}{2D}\left(\frac{pa^2}{8}\right)^2=\frac{p^2a^4}{128D}.\qquad\square$$

With the central deflection $w_0=pa^4/(64D)$ this can also be written
$$G=\frac{pw_0}{2}=\frac{32Dw_0^2}{a^4}.$$
The first form needs neither the rigidity nor the radius, provided the assumptions of the theorem hold.

## Fixed pressure and fixed volume

The total energy gives a second derivation. The blister volume is
$$V=2\pi\int_0^a wr\,dr=\frac{2\pi p}{64D}\cdot\frac{a^6}{6}=\frac{\pi pa^6}{192D},$$
where the substitution $s=a^2-r^2$ gives $\int_0^a(a^2-r^2)^2r\,dr=a^6/6$. At fixed $a$ the volume is proportional to $p$, so slow loading stores $U=pV/2$. At fixed pressure $\Pi=U-pV=-pV/2$, and
$$G=\frac{1}{2\pi a}\frac{d}{da}\left(\frac{\pi p^2a^6}{384D}\right)=\frac{p^2a^4}{128D}.$$

At fixed volume the pressure source does no work, and the energy that falls is $U$ itself. Eliminating $p=192DV/(\pi a^6)$ gives $U=96DV^2/(\pi a^6)$, so
$$G=-\frac{1}{2\pi a}\left(\frac{\partial U}{\partial a}\right)_V=\frac{288DV^2}{\pi^2a^8}.$$
Substituting $V$ turns the prefactor into $288/192^2=1/128$. The two values therefore agree at the same state.

Their trends differ. At fixed pressure $G\propto a^4$, and $1.1^4=1.464$. At fixed volume $G\propto a^{-8}$, and $1.1^{-8}=0.467$. These are the two factors in the opening example. If the toughness does not depend on radius, growth at fixed pressure is unstable: once started, it is driven harder. Growth at fixed volume is stable, and more fluid must be injected to continue it. A trapped compressible gas holds neither quantity fixed and needs its own equation of state.

## The worked example

The glass lid has $E=64$ GPa and $\nu=0.20$. Its rigidity is
$$D=\frac{(64\times10^9)(0.50\times10^{-3})^3}{12(1-0.04)}=0.6944\ \text{N m}.$$
The edge moment per length is
$$M=\frac{(25\times10^3)(0.020)^2}{8}=1.25\ \text{N},$$
and therefore
$$G=\frac{1.25^2}{2(0.6944)}=1.125\ \text{J/m}^2.$$
The central deflection gives the same value, $(25\times10^3)(90\times10^{-6})/2=1.125$ J/m².

For a chosen toughness $\Gamma=1.00$ J/m², setting $G=\Gamma$ gives the growth pressure
$$p_c=\frac{\sqrt{128D\Gamma}}{a^2}=\frac{9.43}{4.0\times10^{-4}}\ \text{Pa}=23.6\ \text{kPa}.$$
At 25 kPa this interface would therefore no longer hold, within the model.

## Remark 1: stretching and prestress

Let $N_0$ be a uniform in-plane force per length, positive in tension, and let $u$ be the radial displacement from the flat prestressed state. The added strains are $e_r=u'+w'^2/2$ and $e_t=u/r$. With $K=Eh/(1-\nu^2)$ they add the energy density
$$N_0(e_r+e_t)+\tfrac12K(e_r^2+e_t^2+2\nu e_re_t).$$
At the rim $u=w'=0$, so $e_t=0$ and $e_r=u'(a)\equiv e$. The moving-rim argument now also needs $\dot u(a)=-u'(a)=-e$. The radial force $N_0+Ke$ multiplies this displacement rate. Hence
$$-G=\tfrac12Dw''^2+N_0e+\tfrac12Ke^2-Dw''^2-(N_0+Ke)e,$$
with all quantities at the rim. The terms in $N_0e$ cancel, leaving
$$G=\frac{M^2}{2D}+\frac{Eh\,e^2}{2(1-\nu^2)}.$$
Prestress thus enters through its effect on $M$ and $e$. This formula was tested on the example for residual stresses of 0, +5 and −5 MPa. It agreed with differences of the total energy within 5 parts in $10^4$. At this load the term in $e^2$ is only about one part in $10^3$ of $G$, so the comparison mainly checks the bending term and the cancellation of $N_0e$.

Stretching without prestress produces forces of order $K(w_0/a)^2$. Compared with $D/a^2$ this is of order $12(w_0/h)^2$, so the correction depends on deflection over thickness. Here $w_0/h=0.18$. The nonlinear solution lowers the central deflection from 90.0 to 88.5 µm and $G$ by 1.6 percent.

The effect of a small prestress on $M$ can be found by hand. For small deflection the force $N_0$ adds $-N_0w'$ to the left side of the equation for the slope:
$$D\left[\frac1r(rw')'\right]'-N_0w'=\frac{pr}{2}.$$
Write $w=w_{(0)}+w_{(1)}$, with $w_{(0)}$ from Lemma 1. To first order in $N_0$,
$$\left[\frac1r(rw_{(1)}')'\right]'=-b(a^2r-r^3),\qquad b=\frac{N_0p}{16D^2}.$$
Two integrations give
$$\frac1r(rw_{(1)}')'=-b\left(\frac{a^2r^2}{2}-\frac{r^4}{4}\right)+c,$$
$$rw_{(1)}'=-b\left(\frac{a^2r^4}{8}-\frac{r^6}{24}\right)+\frac{cr^2}{2}.$$
The clamp requires $c=ba^4/6$. Since $w_{(1)}'(a)=0$, the first line at the rim equals $w_{(1)}''(a)$:
$$w_{(1)}''(a)=ba^4\left(-\frac14+\frac16\right)=-\frac{N_0pa^4}{192D^2}.$$
Relative to $pa^2/(8D)$ this is $-N_0a^2/(24D)$. The relative change of $G$ is twice that, $-N_0a^2/(12D)$.

A tensile stress of 5 MPa gives $N_0=2500$ N/m and $N_0a^2/D=1.44$, so the first-order change is −12 percent. The nonlinear solution, which includes stretching, gives −11.8 percent for tension and +11.1 percent for compression, both relative to the theorem. The closeness of −11.8 to −12 is partly a cancellation. Prestress alone, to all orders in $N_0$ but without stretching, gives −10.7 and +13.6 percent, and stretching lowers both. Tension carries part of the load and relieves the rim; compression does the reverse.

Strong compression ends this description. With $p=0$ and $N_0=-|N_0|$, the slope equation has the regular solution $J_1(r\sqrt{|N_0|/D})$, a Bessel function. The clamp needs a zero of $J_1$, first reached at argument 3.83. The flat plate therefore buckles at $|N_0|a^2/D=14.7$, about ten times the value in the example.

## Remark 2: transverse shear

Let $S=E/[2(1+\nu)]$ be the shear modulus and $\kappa=5/6$ the usual shear factor. Vertical balance of a disk of radius $r$ gives a shear force $pr/2$ per length. The added slope is $-pr/(2\kappa Sh)$, and integration from the rim gives the added deflection $p(a^2-r^2)/(4\kappa Sh)$. The bending part is unchanged because the shear force is fixed by balance and the clamp holds the rotation at zero. The added volume is $\pi pa^4/(8\kappa Sh)$, so
$$G_s=\frac{1}{2\pi a}\frac{d}{da}\left(\frac p2\frac{\pi pa^4}{8\kappa Sh}\right)=\frac{p^2a^2}{8\kappa Sh}.$$
Its ratio to the theorem's value is $16D/(\kappa Sha^2)$, which scales as $(h/a)^2$. With $a/h=40$ it is 0.25 percent.

## Remark 3: a flexible rim

A real bond line is not a perfect clamp. As an estimate, let the bonded part rest on springs of stiffness $k=2E/h$ per area, representing the stretch or compression of half the lid thickness. When the rim advances, a strip loses its spring energy and comes under pressure. The first variation of an equilibrium state vanishes, so only these explicit changes count:
$$G=\tfrac12k\,w(a)^2+p\,w(a).$$

This looks unlike $M^2/(2D)$, but it has the right stiff limit. Close to a large rim the bonded part acts as a straight strip obeying $Dw''''+kw=0$. Let $s=r-a$ and $\lambda=(k/4D)^{1/4}$. To leading order in $1/(\lambda a)$ the end carries moment $M$ and no shear force: $w''=M/D$ and $w'''=0$ at $s=0$. The decaying solution is
$$w=\frac{M}{2\lambda^2D}e^{-\lambda s}(\cos\lambda s-\sin\lambda s).$$
Thus $w(a)=M/(2\lambda^2D)$. With $k=4D\lambda^4$, the spring term becomes $M^2/(2D)$, while $p\,w(a)$ tends to zero.

The first correction follows from the rim rotation, $w'(a)=-M/(\lambda D)=-\theta$. It adds $\theta(a^2-r^2)/(2a)$ to the deflection inside and $\pi\theta a^3/4=\pi pa^5/(32\lambda D)$ to the volume. The rim lift itself is of higher order. The energy derivative gives
$$\Delta G=\frac{1}{2\pi a}\frac{d}{da}\left(\frac p2\frac{\pi pa^5}{32\lambda D}\right)=\frac{5}{\lambda a}\,\frac{p^2a^4}{128D}.$$
Here $k=2.56\times10^{14}$ N/m³ gives $1/\lambda=0.32$ mm, so the leading correction is $5(0.32)/20$, or 8 percent. The full spring-supported plate gives 8.3 percent. The closeness of these two values checks the expansion, not the spring model: the decay length 0.32 mm is shorter than the lid thickness, where thin-plate theory is no longer accurate. The result therefore shows only the rough size of the effect. This correction falls as $h/a$, more slowly than that of shear, and is the larger of the two here.

## The model beside a real bonded lid

The example represents a pressurised blister test of a glass lid wafer on silicon, with gas fed through a small hole in the base. The glass stiffness, thickness and residual stress are rough typical values; the toughness is a chosen round value. Of the effects estimated here, rim flexibility and residual stress are the largest for these inputs. The spring estimate of the rim raises $G$ by 8 percent, which is only a rough size and is on the high side. Full axisymmetric elasticity for the same lid, shear included, gives about 5.5 percent on a rigid base and about 7 percent on a thick isotropic base with a Young modulus of 150 GPa, close to that of silicon. A residual stress of 5 MPa, taken together with stretching, shifts $G$ by 11 to 12 percent from the theorem's value. The rim estimate leaves out deformation of the silicon, and a base thin enough to bend would need a separate calculation. The bending stress at the lid surface is $6M/h^2=30$ MPa at the rim. Glass with surface flaws can break at stresses of tens of MPa, so the lid may fail before a tougher interface does. The numerical output lists the separate corrections; they should not simply be added, since each was calculated with its own set of assumptions.

## Numbers as computed

```
INPUTS (rough typical values)
Young modulus: 64.0 GPa
Poisson ratio: 0.20 (no unit)
Plate thickness: 0.50 mm
Blister radius: 20.0 mm
Net pressure: 25.0 kPa
Chosen interface toughness: 1.00 J/m2
Residual stress magnitude: 5.0 MPa
CLAMPED SMALL-DEFLECTION PLATE
Bending rigidity D: 0.6944 N m
Central deflection: 90.00 um
Deflection / thickness: 0.1800 (no unit)
Radius / thickness: 40.0 (no unit)
Blister volume: 37.70 mm3
Potential energy: -0.4712 mJ
Edge moment per length: 1.2500 N
Edge surface bending stress: 30.00 MPa
G from edge moment: 1.1250 J/m2
G from energy at fixed pressure: 1.1250 J/m2
G from energy at fixed volume: 1.1250 J/m2
Pressure for chosen toughness: 23.57 kPa
G RATIO WHEN RADIUS GROWS BY 10 PERCENT
Fixed pressure: 1.4641 (no unit)
Fixed volume: 0.4665 (no unit)
NEGLECTED EFFECTS
G with stretching: 1.1066 J/m2
Change by stretching: -1.63 %
Central deflection, stretching: 88.53 um
G, stretching and tension: 0.9923 J/m2
Change, stretching and tension: -11.79 %
G, stretching and compression: 1.2494 J/m2
Change, stretching and compression: 11.05 %
Added G by transverse shear: 0.00281 J/m2
Change by transverse shear: 0.25 %
Rim spring stiffness: 2.560e+14 N/m3
Rim lift, spring estimate: 0.097 um
G with flexible rim: 1.2188 J/m2
Change by flexible rim: 8.33 %
```
